Rejection-free kinetic Monte Carlo for Langmuir adsorption on independent sites

Simulate one adsorption site by recording its state after every event, and the average coverage comes out as one half at any pressure. The reason is simple: a filled site can only empty next, and an empty site can only fill, so the record reads 0, 1, 0, 1, … whatever the rates are. Pressure changes how long the site stays empty, and the record has thrown that away. The simulation built here therefore generates a physical time for each state and weights the state by it.

**The model and its target**

Take N identical sites, each holding at most one molecule. An empty site fills at rate ka and a filled site empties at rate kd. Both rates are positive and constant in time, and neither depends on the other sites. Let q(t) be the probability that a given site is filled. Gain minus loss gives

dq/dt = ka(1 − q) − kd q = ka − λq, with λ = ka + kd.

Setting the derivative to zero gives the steady coverage

θ = ka/λ = ka/(ka + kd).

Since ka = λθ, the rate equation is dq/dt = −λ(q − θ). A site that starts empty then follows

q(t) = θ[1 − exp(−λt)].

The time 1/λ is the relaxation time. At fixed temperature ka is proportional to the pressure p. With K = ka/(p kd), division of numerator and denominator by kd gives the Langmuir isotherm

θ = Kp/(1 + Kp).

At low pressure θ ≈ Kp. At high pressure the empty fraction is about 1/(Kp).

**From fixed steps to waiting times**

One way to restore time is to advance in steps Δt, filling each empty site with probability kaΔt and emptying each filled one with probability kdΔt. The mean coverage then changes by −λΔt(q − θ) per step. Its steady value is right, but a deviation shrinks by the factor 1 − λΔt instead of exp(−λΔt). Accurate kinetics needs small steps, and in small steps most sites do nothing.

A second way removes the time-step error but keeps idle trials. Let kmax be the larger of ka and kd. Trials arrive at random times, independently of one another, with the constant total rate N kmax. Each picks a random site and changes it with probability k/kmax, where k is that site's current rate. The steady mean acceptance is

[ka(1 − θ) + kd θ]/kmax = 2 ka kd/(λ kmax) = 2 min(θ, 1 − θ).

The first equality holds because ka(1 − θ) and kdθ both equal ka kd/λ. When the steady coverage is close to zero or one, almost every trial in the steady state is rejected. The cure is to ask directly when the next real event happens.

With n sites filled, the total rate is

R(n) = ka(N − n) + kd n.

Let S(t) be the probability that nothing has happened by time t after the last event. Surviving a further dt has probability 1 − R dt, so dS/dt = −RS and

S(t) = exp(−Rt).

The waiting time is exponential with mean 1/R. To draw it, take u uniform on (0, 1] and set

τ = −ln(u)/R.

Indeed τ > t means u < exp(−Rt), which has probability exp(−Rt).

The event must also be chosen. Event i, with rate ki, comes first at time t if its own clock rings then and all other clocks are still silent. The probability density for this is

ki exp(−ki t) × ∏(j≠i) exp(−kj t) = ki exp(−Rt) = (ki/R) × R exp(−Rt).

The product form shows that the event has probability ki/R, independently of the waiting time. Exponential clocks have no memory, so after the event all of them may be restarted with the new rates. Every draw of a time thus leads to a real event.

**Implementation**

Only two classes of event exist. Adsorption is chosen with probability ka(N − n)/R, followed by a uniform choice among the N − n empty sites. A particular empty site is then selected with probability ka/R, as required. The same argument gives kd/R for a filled site.

A search for an empty site would be slow on a nearly full surface. Instead, a list of site labels keeps the filled sites in its first n places. One swap moves a site across the boundary, at a cost that does not grow with N. In Python:

    from math import log
    from random import random

    def mean_coverage(ka, kd, N, start, end):
        site = list(range(N))  # first n entries: filled
        n, t, area = 0, 0.0, 0.0
        while True:
            a = ka*(N - n)
            R = a + kd*n
            t_next = t - log(1.0 - random())/R
            area += n*max(0.0, min(t_next, end) - max(t, start))
            if t_next >= end:
                return area/(N*(end - start))
            if random()*R < a:
                j = n + int(random()*(N - n))
                site[n], site[j] = site[j], site[n]
                n += 1
            else:
                j = int(random()*n)
                n -= 1
                site[n], site[j] = site[j], site[n]
            t = t_next

The variable area is the integral of n over the observation window from start to end. The old n multiplies the waiting time, because that is the state which lasted. The last dwell is cut at the end of the window. For the coverage alone n would suffice; the labels are needed once sites are to be followed individually.

If ka = 0, the empty surface has R = 0 and no next event exists. The same happens on the full surface if kd = 0. Such absorbing states need a separate stop. If the pressure changes during a dwell, the survival probability is exp(−∫R dt), and the formula for τ must be replaced by the solution of ∫R dt = −ln(u). The event must then be chosen with the rates at the end of the dwell.

**How wrong is the unweighted average?**

In the steady state the sites are independent and each is filled with probability θ, so n is binomial:

⟨n⟩ = Nθ, ⟨n²⟩ − ⟨n⟩² = Nθ(1 − θ).

Over a long time, state n is left at a frequency proportional to its probability times R(n). An average over events therefore carries the extra weight R(n) and tends to ⟨nR⟩/(N⟨R⟩). Write R = Nka + (kd − ka)n. Then

⟨nR⟩ = ⟨n⟩⟨R⟩ + (kd − ka)Nθ(1 − θ),

⟨R⟩ = Nka(1 − θ) + Nkdθ = 2Nka(1 − θ).

Dividing, and using θ/ka = 1/λ, gives

event average = θ + (kd − ka)θ/(2Nka) = θ + (1 − 2θ)/(2N).

For N = 1 this is 1/2, the failure described at the start. The bias vanishes at θ = 1/2, where ka = kd and R no longer depends on n. It falls as 1/N, but a longer run does not reduce it.

**How long must the run be?**

Weighting by time removes this bias and leaves two finite-time errors. Let T be the observation time and x = λT. If the window opens on an empty surface, the expected average is

(1/T)∫₀ᵀ θ[1 − exp(−λt)] dt = θ[1 − (1 − exp(−x))/x].

For large x the relative deficit is 1/x. Discarding an initial period of several relaxation times makes it negligible, because the remaining deviation decays exponentially.

The second error is statistical. Let s(t) be 1 for a filled site and 0 for an empty one. A site filled at time 0 is filled at time t with probability θ + (1 − θ)exp(−λt), by the same rate equation started from q = 1. Hence the steady covariance is

⟨s(0)s(t)⟩ − θ² = θ[θ + (1 − θ)exp(−λt)] − θ² = θ(1 − θ)exp(−λt).

Averaging over N independent sites divides it by N. The variance of the time average is the double time integral of this covariance divided by T². Pairs of times separated by t occupy a length T − t, and either time may come first, so

σ² = [2θ(1 − θ)/(NT²)] ∫₀ᵀ (T − t)exp(−λt) dt.

Integration by parts gives T/λ − [1 − exp(−λT)]/λ² for the integral. Therefore

σ² = [2θ(1 − θ)/(Nx)] × [1 − (1 − exp(−x))/x].

For x → 0 the second bracket tends to x/2 and σ² becomes θ(1 − θ)/N, the variance of a single snapshot. For x ≫ 1 it tends to 1, so the run is worth about x/2 independent snapshots. Since σ² → 0 as T grows, the time average converges to θ in the mean-square sense. This is the link between the simulated trajectory and the Langmuir isotherm.

**Example: HF on sparse surface sites**

Consider molecular HF adsorbing reversibly on acid sites of an already fluorinated alumina surface. From here on T denotes the temperature. The model values are T = 520 K, p = 0.10 Torr, desorption energy E = 0.85 eV, prefactor ν = 10¹³ s⁻¹, capture area 0.10 nm² per site and unit sticking probability.

The gas density is p/kT, with k the Boltzmann constant. For molecular mass m, the Maxwell distribution gives an average of √(kT/2πm) for the velocity towards the surface, counting receding molecules as zero. The flux is their product:

F = p/√(2πmkT) = 3.444×10⁵ nm⁻² s⁻¹,

with m = 20.006 u. The rates follow:

ka = 3.444×10⁵ × 0.10 = 3.444×10⁴ s⁻¹,

kd = ν exp(−E/kT) = 10¹³ exp(−0.85/0.04481) = 5.780×10⁴ s⁻¹.

Thus λ = 9.224×10⁴ s⁻¹, the relaxation time is 10.8 μs, and

θ = 3.444/(3.444 + 5.780) = 0.3734.

With 100 empty sites the total rate is 3.444×10⁶ s⁻¹ and the mean first wait is 0.290 μs. The simulated run drew 0.184 μs; its next two events, also adsorptions, came at 0.814 and 0.902 μs. At n = 35 the total rate is

R = 65 × 3.444×10⁴ + 35 × 5.780×10⁴ = 4.26×10⁶ s⁻¹.

The mean wait is then 0.235 μs and the next event is an adsorption with probability 0.525. Near the steady coverage the two classes are almost balanced.

After a discarded start of 20 relaxation times, the run was averaged over 10,000 more, or 108 ms. It gave a coverage of 0.3738. The predicted standard error is

σ ≈ √[2 × 0.3734 × 0.6266/(100 × 10,000)] = 0.0007,

so the result lies 0.6 standard errors from the Langmuir value. An event average would carry a bias of (1 − 0.747)/200 = 0.0013, about twice this error. With four sites the bias is plain: a run of 20,000 relaxation times gave 0.372 with time weights and 0.403 without, against predictions of 0.373 and 0.405.

The kinetics can be read from short runs too. In 300 runs started empty, the mean coverage after one relaxation time was 0.237; the formula gives 0.3734(1 − e⁻¹) = 0.236.

Changing the pressure at fixed temperature, with 100 sites and 1000 relaxation times per average, gave:

0.01 Torr: simulated 0.056, Langmuir 0.056
0.03 Torr: simulated 0.156, Langmuir 0.152
0.30 Torr: simulated 0.640, Langmuir 0.641
1.00 Torr: simulated 0.855, Langmuir 0.856

The second value is high by about 2.8 standard errors, the largest deviation of the four. A Gaussian error would put at least one of four runs that far out in about 2 per cent of repetitions. A longer run supports reading it as a statistical fluctuation: continued for another 40,000 relaxation times, the same simulation averages 0.1519 over the added time, with a standard error of 0.0003, against the Langmuir value 0.1517.

The gain over rejection depends on coverage. At 0.10 Torr the predicted acceptance is 2 × 0.3734 = 0.747, so rejection wastes only a quarter of its trials. At 0.01 Torr acceptance is 0.11, or about nine trials per event. These are counts of trials, not computing times.

**What a real surface changes**

Thermal atomic-layer processing of alumina with HF can be carried out near this temperature. The adsorption energy, prefactor, capture area and site density used here are rough model values, and a real surface does not offer one sharply defined kind of site. The desorption energy enters K exponentially. Changing it by 0.05 eV multiplies K by exp(0.05/0.04481) ≈ 3, or divides it by that factor. The coverage becomes 0.65 for stronger binding and 0.16 for weaker binding. If instead the site energies have a Gaussian spread of standard deviation 0.05 eV about 0.85 eV, numerical integration of the isotherm over that spread gives 0.40.

The prefactor matters too: K is inversely proportional to it, so raising it by a factor of 100 has the same effect as lowering the desorption energy by 0.21 eV. A molecule held stiffly on one site has lost most of its freedom to move and rotate, and with unit sticking this can raise the prefactor to 10¹⁵ s⁻¹ or more. At 10¹⁵ s⁻¹ and the same desorption energy the coverage would be only 0.006; restoring 0.37 would take an energy of about 1.06 eV. The coverage found here therefore illustrates the method and is not a prediction for alumina.

Independence fails because adsorbed molecules interact. For upright parallel dipoles μ on a square lattice of spacing d = 1 nm, the nearest-neighbour repulsion is

J = μ²/(4πε₀d³) = 2.3 meV.

Here μ = 1.93 D is a Hartree–Fock value for the free molecule in the aug-cc-pVDZ basis, at a bond length of 0.917 Å. The larger aug-cc-pVQZ basis lowers it by about 0.01 D, which leaves J at 2.3 meV. Electron correlation matters more: second-order perturbation theory (MP2) in the aug-cc-pVTZ basis gives 1.80 D, which lowers J to 2.0 meV and raises the coverage found below from 0.337 to about 0.34. The value also omits surface screening, image dipoles and charge transfer, so J sets only a scale. The repulsion falls as the inverse cube of distance, and summing over the lattice multiplies J by about 9.0. In mean field each neighbour is present with probability θ, which reduces the ratio of filled to empty sites by a Boltzmann factor:

θ/(1 − θ) = (ka/kd) exp(−9.0 Jθ/kT).

The numerical solution is θ = 0.337, a relative reduction of about 10 per cent. Summing over all 65,536 configurations of a periodic 4 × 4 lattice gives the same three digits, so for this weak coupling the mean-field step is not the main uncertainty.

A second layer is negligible under these conditions. With a rough HF-on-HF binding energy of 0.30 eV and the same prefactor and capture area, its occupation relative to the first layer is about 3×10⁻⁶.

The equilibrium isotherm describes no net film growth or conversion. A simple way to include such a change is an irreversible step. Suppose an adsorbed molecule reacts at rate kr and at once leaves a fresh site. Loss then occurs at rate kd + kr, and the steady coverage is

ka/(ka + kd + kr) = θ/(1 + kr/λ).

A one per cent reduction needs kr ≈ 0.01λ. With the prefactor 10¹³ s⁻¹ this corresponds to a barrier of

kT ln(ν/kr) = 1.04 eV.

Under these assumptions a higher barrier leaves the Langmuir coverage nearly intact, and the conversion rate per site is then close to krθ. With a lower barrier kr must be included in R: added to kd if only the coverage is wanted, or as a third event class if conversions are to be counted. If the reaction instead consumes the site, the filled fraction of the original sites decays to zero, and the number of available sites must be followed as well.
